# Grouping Cascade Defects Across Periodic Boundaries and Testing the Connection Cutoff

An implanted ion sets a lattice atom in motion, and within about a picosecond the collisions that follow leave a cloud of vacancies and displaced atoms. What the cloud does during annealing depends on how its defects are grouped: an isolated vacancy can migrate, while a cluster may bind its members. A simulation delivers a list of defect positions in a periodic box, and the groups have to be found from that list.

The obvious procedure links two defects when they are closer than a cutoff $r_c$ and calls each connected set a group. It leaves two difficulties. A group lying across a face of the box appears as pieces on opposite sides, and the result depends on a length that geometry alone does not supply. The first can be removed completely, under stated conditions. Geometry cannot remove the second, but its effect can be measured.

## What the naive search gets wrong

Take a cascade of 160 vacancies in a cubic box of side 16.20 nm, centred on a corner of the box, with $r_c=0.494$ nm. Direct distances, without periodic images, give 100 groups. Moving the origin of the box changes no physical separation, yet over 30 random origins this count ranges from 96 to 105.

A tempting repair surrounds the box with a shell of ghost copies of thickness $r_c$, searches the enlarged set with direct distances, and counts every group that contains a real defect. Suppose a group is cut into a left piece $A$ and a right piece $B$. The padded search finds $A$ with ghosts of $B$, and also $B$ with ghosts of $A$: the group is still counted twice, and some members now appear in both copies. For this cascade the padded search again gives 100 groups, with 174 members in place of 160.

The padded count cannot exceed the open count, because every direct link is still present. It cannot fall below the true periodic count, because each padded link is also a link between the corresponding defects of the periodic system. It can drop below the open count when a ghost bridges two real pieces, but nothing makes it reach the right value. The missing ingredient is identity: a defect and its images must be one object.

## One object, one nearest image

Let defect $i$ have position $\mathbf x_i$ in a rectangular box with sides $L_x,L_y,L_z$. Its images are $\mathbf x_i+L\mathbf m$, where $\mathbf m$ is a vector of integers and $L\mathbf m$ means $(L_xm_x,L_ym_y,L_zm_z)$. The squared distance from $i$ to an image of $j$ is a sum of one term per axis, so each integer may be chosen separately. The nearest image has

$$
\mathbf m_{ij}=-\operatorname{round}\!\left(\frac{\mathbf x_j-\mathbf x_i}{L}\right),\qquad
d_{ij}=|\mathbf x_j-\mathbf x_i+L\mathbf m_{ij}| ,
$$

with the division taken axis by axis. In one dimension, defects at 0.2 and 16.1 nm in a box of 16.2 nm have a direct difference of 15.9 nm. Rounding gives $m=-1$, and the separation becomes $15.9-16.2=-0.3$ nm.

Require $r_c<L_{\min}/2$, where $L_{\min}$ is the shortest side. If two different images of $j$ were both within $r_c$ of $i$, the triangle inequality would put them at most $2r_c$ apart. Different images are at least $L_{\min}$ apart, so this would need $L_{\min}\le 2r_c$, which has been excluded. Each linked pair therefore has one linking image, and $\mathbf m_{ij}$ is unambiguous.

Testing all $N(N-1)/2$ pairs is unnecessary. Divide each axis into $n=\lfloor L/r_c\rfloor$ cells, whose width $L/n$ is at least $r_c$. Linked defects then differ by at most one cell per axis, counted periodically, so 27 cells suffice. With $n\ge3$ the neighbours at $-1$, $0$ and $+1$ are distinct cells, and accepting only $j>i$ visits each candidate pair once. For uniformly scattered defects a pair falls in such a neighbourhood with probability $27/(n_xn_yn_z)$, so the expected number of distance tests is

$$
\frac{N(N-1)}{2}\,\frac{27}{n_xn_yn_z}.
$$

For 1500 random points and $10^3$ cells this is 30,355; a trial needed 30,655. The cascade above needed 433 tests out of 12,720 pairs. It has $32^3$ cells, for which the uniform formula would give about 10. The excess reflects the crowding of the defects, so the formula should not be used to predict the work for a compact cascade.

## Uniting defects and keeping track of images

Begin with $N$ groups of one defect. Each defect points to a parent, and following parents leads to a root that names the group. For every link, find both roots. If they differ, attach the root of the smaller group to that of the larger; if they agree, the link is redundant. A successful union removes one group, hence

$$
C=N-U,
$$

where $C$ is the number of groups and $U$ the number of successful unions. Each defect has one root, so the group sizes sum to $N$ and double counting is impossible. The search for a root is short: a defect moves one level deeper only when its group at least doubles in size, so its depth cannot exceed $\log_2N$.

The example has 80 links, well above the mean of 59 found below for this model, and 64 successful unions. Thus $C=160-64=96$, and 16 links are redundant. Shifting the origin to the same 30 random positions left this partition unchanged.

Counting is now correct, but a cut group still has its coordinates on opposite sides of the box. Give each defect an integer vector $\mathbf w_i$ such that $\mathbf x_i+L\mathbf w_i$ lies in the reassembled group. A link requires

$$
\mathbf w_j=\mathbf w_i+\mathbf m_{ij}.
$$

Store the offset $\mathbf t_i$ from the root, so that $\mathbf w_i=\mathbf w_{R(i)}+\mathbf t_i$, where $R(i)$ is the root of $i$. Substitution on both sides gives

$$
\mathbf w_{R(j)}+\mathbf t_j=\mathbf w_{R(i)}+\mathbf t_i+\mathbf m_{ij},
$$

and subtracting $\mathbf t_j$ and $\mathbf w_{R(i)}$,

$$
\mathbf w_{R(j)}-\mathbf w_{R(i)}=\mathbf m_{ij}+\mathbf t_i-\mathbf t_j\equiv\mathbf q .
$$

If $R(j)$ is attached below $R(i)$, its stored offset is $\mathbf q$. If the attachment goes the other way, the offset of $R(i)$ is $-\mathbf q$. When parents are followed, offsets are added along the path. The reassembled positions are $\mathbf X_i=\mathbf x_i+L\mathbf t_i$.

The largest boundary-spanning group in the example has 8 vacancies. Its radius of gyration, the root-mean-square distance from its centre, is 0.442 nm after reassembly. The folded coordinates would give 9.41 nm.

## Spanning a face is not wrapping around the box

A redundant link carries information too. Its two roots are the same, so the left side of the last equation is zero and consistency demands $\mathbf q=0$. If every link satisfies this, then $\mathbf m_{ij}=\mathbf t_j-\mathbf t_i$ throughout the group, and the sum of $\mathbf m$ around any closed path cancels. The group can be laid out in ordinary space as a finite object.

If $\mathbf q\ne0$, some closed path leads from a defect to one of its own images. Three defects at 0, 0.4 and 0.7 in a one-dimensional box of unit length, with $r_c=0.45$, show this. The first two links have $m=0$. The link from 0.7 back to 0 has $m=+1$, so $q=1+0-0=1$. The group wraps, and in the repeated system it is an infinite chain.

Such a group must be flagged, and the flag must survive later unions. It still has a definite number of members per box, but no finite reassembled shape, so a radius of gyration computed from its offsets has no meaning.

The distinction was tested on 24 random sets of 60 points, with cutoffs of 0.18, 0.22 and 0.26 box sides. In a periodic $3\times3\times3$ supercell a finite group yields 27 separate copies. A wrapping group yields fewer, unless all its closed paths wind by multiples of three. The flags agreed with this criterion for all 12 wrapping and 265 finite groups.

Suppose the periodic box is meant to represent one isolated cascade. Let $E$ be the extent of the unfolded cascade along an axis. Two defects connected through a nonzero image on that axis are separated by at least $L-E$. If $E+r_c<L$ on every axis, no such false contact can occur, and periodic grouping equals grouping in infinite space. Here the greatest extent among 60 cascades is 9.72 nm and the largest cutoff is 0.625 nm. Their sum, 10.35 nm, is well below 16.20 nm. The two partitions agreed for all 60 cascades at all five cutoffs used below.

The condition is sufficient, not necessary. Folding the same cascades into a 6.48 nm box violates it, but at $r_c=0.494$ nm lowers the mean group count only from 108.8 to 108.5. The overlap involves thin tails, as the pair density derived below confirms.

## How large is the boundary error?

Process the links that do not cross a face first. They leave $C_{\rm open}$ groups. Then add the boundary links: each one that joins two different groups lowers the count by one, while the others close loops. Therefore

$$
C_{\rm open}-C_{\rm periodic}=U_{\rm boundary},
$$

where $U_{\rm boundary}$ is the number of successful boundary unions. It is the rank of the boundary links regarded as connections between open groups. The example has 6 boundary links of rank 4, which accounts for $100-96=4$. Counting boundary links alone would overcorrect by two.

## What changes when the cutoff changes

Increasing $r_c$ adds links and removes none, so groups can merge but not split. Imagine processing all pairs in order of increasing $d_{ij}$. The successful unions form a minimum spanning tree, and those made up to length $r_c$ number $N-C(r_c)$. Hence

$$
C(r_c)=N-\#\{\text{tree edges with length}\le r_c\},\qquad r_c<L_{\min}/2 .
$$

One sorted sweep thus supplies the group count at every permitted cutoff.

The count alone hides the growth of large groups. A vacancy picked at random belongs to a group of size $s$ with probability $s/N$ for each such group, so the mean size it sees is

$$
S=\frac1N\sum_{\rm groups}s^2 .
$$

When groups of sizes $a$ and $b$ merge, $a^2+b^2$ is replaced by $(a+b)^2=a^2+b^2+2ab$. Thus

$$
\Delta C=-1,\qquad \Delta S=\frac{2ab}{N}.
$$

One added link may change $S$ slightly or greatly, according to what it joins.

For vacancies assigned to lattice sites, possible distances form discrete shells. Between two shells no link can appear, and the partition is constant. A cutoff should therefore be placed inside a gap and described by the last shell it includes. Interstitials at relaxed, off-lattice positions need not have such plateaus.

## A synthetic cascade

The example uses a diamond lattice with lattice constant $a_0=0.54$ nm. A damage energy of 6000 eV and a displacement energy of 15 eV give, by the Norgett–Robinson–Torrens estimate,

$$
N=\frac{0.8\times6000}{2\times15}=160 .
$$

The vacancies are divided equally among four Gaussian subcascades of width $\sigma=1.0$ nm per axis, with centres 2.0 nm apart on a line. Sixty cascades were drawn. This is a geometrical model, not molecular dynamics: it contains no interstitials and no attraction between vacancies.

The number of links can be predicted. If two vacancies come from Gaussians whose centres differ by $\mathbf D$, their separation $\mathbf r$ has variance $\sigma^2+\sigma^2=2\sigma^2$ per axis, and its density is

$$
p(\mathbf r)=\frac{1}{(4\pi\sigma^2)^{3/2}}\exp\!\left(-\frac{|\mathbf r-\mathbf D|^2}{4\sigma^2}\right).
$$

For $r$ small compared with $\sigma$, set $\mathbf r=0$. There are $4\times780$ pairs within subcascades and $3\times1600$ between adjacent ones; the latter carry a factor $e^{-1}$. The $2\times1600$ pairs at 4 nm carry $e^{-4}$, and the last 1600 are negligible. The weighted pair number is $3120+1766+59=4945$. Multiplying by $(4\pi)^{-3/2}=0.02245\ \mathrm{nm^{-3}}$ gives $111\ \mathrm{nm^{-3}}$. Division by the site density $8/a_0^3=50.8\ \mathrm{nm^{-3}}$ gives 2.19 links per available neighbour site. Three shells contain 28 sites, so about 61 links are expected. Retaining the finite shell radii lowers this to 59.5; the sampled mean is 59.2.

The same exponential explains the mild effect of the undersized box. Along the track direction, an end centre and the nearest image of the other end are $\sqrt3\times6.48-6=5.2$ nm apart, which gives a factor $e^{-5.2^2/4}\approx0.001$. No other centre and displaced image are closer than this, so every pair of subcascades in false contact carries a factor no larger than about 0.001.

The cutoffs lie midway between successive shells. With the 60 cascades held fixed, the means are:

| Shells | $r_c$ (nm) | $C$ | $S$ |
|---|---|---|---|
| 1 | 0.308 | 150.9 | 1.13 |
| 2 | 0.415 | 127.7 | 1.66 |
| 3 | 0.494 | 108.8 | 2.42 |
| 4 | 0.564 | 99.6 | 3.15 |
| 5 | 0.625 | 85.0 | 5.18 |

Moving from three shells to four raises the cutoff by 14 % and $S$ by 30 %. The paired increase is $0.73\pm0.07$, where the uncertainty is one standard error. From four to five it is $2.03\pm0.21$. The mean largest group grows from 8.7 to 11.4 and then to 17.4 vacancies.

The merger formula shows why the last step is so large. Summing it over a step gives a mean product $\overline{ab}=N\Delta S/(2|\Delta C|)$. From two shells to three,

$$
\overline{ab}=\frac{160\times0.75}{2\times18.9}\approx3.2,
$$

while from four to five it is $160\times2.03/(2\times14.6)\approx11$. Both of these steps add 12 neighbour sites; the later has fewer mergers, but they join larger groups. The step from three shells to four adds only 6 sites and gives $160\times0.73/(2\times9.2)\approx6.3$. Compared with it, the last step has both more mergers and larger ones.

The boundary error grows as well. Without periodic links the mean count is too high by 6.2 at three shells, or 6 % of the periodic count, and by 9.7 at five shells, or 11 %. These values belong to cascades centred on a box corner; a cascade clear of all faces would have no such error.

## What the groups mean in a real material

The lattice constant and displacement energy are rough values for silicon. The width and spacing of the subcascades are illustrative choices, not results of a collision calculation, and they matter: by the pair density above, enlarging both by half divides the expected number of links by about $1.5^3\approx3.4$. The values of $S$ therefore describe this model, not a recoil of given energy in silicon.

Another open assumption is that the damage consists of separate point defects. If the damage energy is spread in space like the vacancies, the model deposits about 2.4 eV per atom at its peak. Heating from 300 K to a rough melting temperature of 1700 K and melting cost about 0.86 eV per atom, taking $3k_B$ as the heat capacity and 0.5 eV as a rough latent heat. If all the damage energy became heat at once, before conduction, about 2300 atoms would exceed this cost, against 160 counted vacancies. These figures, too, depend on the chosen width and spacing. Where a real cascade is dense enough, silicon can retain disordered pockets, and inside them a vacancy is poorly defined. The model cannot say how far this would move $S$; a structural analysis of the disordered region would be needed.

Other omissions can be sized at the three-shell cutoff, where $S=2.42$:

- **Recombination.** Removing 30 % of the vacancies at random lowers $S$ to 1.73, a change comparable with moving the cutoff by one shell.
- **Hopping in the hot phase.** A barrier of 0.4 eV and an attempt rate of $10^{13}\ \mathrm{s^{-1}}$, both rough, give 0.45 hops per vacancy in 1 ps at 1500 K. About 21 % of the original links are lost, yet $S$ becomes 2.36, a shift similar in size to the standard error of the original mean. At this temperature individual links change while $S$ hardly does. The estimate assumes an intact crystal at 1500 K. By the energy estimate above, the core of the model cascade would be hotter than that and possibly molten, so the figure does not cover the core; at 3000 K the same barrier already gives about 2 hops per vacancy. Binding, absent here, could also alter the result.
- **Hopping before the snapshot.** At 300 K the same barrier and attempt rate give $2\times10^{-5}$ hops per vacancy in 10 ps, which is negligible on that time scale. It still amounts to one hop in about half a microsecond, so with this barrier free vacancies would move at room temperature long before any anneal.
- **Thermal vibration.** If raw coordinates replaced lattice sites, a displacement of 0.007 nm per axis at 300 K would leave $S$ at 2.42. The cutoff is 0.046 nm from the third shell, several times the smear.

For site-mapped vacancies in a sufficiently large box, a cluster size should therefore be quoted with the last included shell and with the results for the shells on either side. If a conclusion about annealing changes across that range, geometry has not settled it, and the link rule needs a physical basis such as a calculated binding energy or capture distance. The values behind these comparisons are in the numerical output.

## Table of computed values

```
lattice constant 0.54 nm; box side 16.20 nm
damage energy 6000 eV
displacement energy 15 eV
vacancies 160; synthetic cascades 60
subcascades 4; spacing 2.0 nm
Gaussian width per axis 1.0 nm
greatest cascade extent along an axis 9.72 nm
shell | radius nm | cutoff nm | neighbours within cutoff
1 | 0.2338 | 0.3078 | 4
2 | 0.3818 | 0.4148 | 16
3 | 0.4477 | 0.4939 | 28
4 | 0.5400 | 0.5642 | 34
5 | 0.5885 | 0.6249 | 46
shell | mean links | predicted links | groups | open groups
1 | 9.1 | 8.7 | 150.9 | 151.7
2 | 34.9 | 34.2 | 127.7 | 131.2
3 | 59.2 | 59.5 | 108.8 | 115.0
4 | 71.4 | 71.9 | 99.6 | 106.7
5 | 95.2 | 96.5 | 85.0 | 94.7
shell | mean size +- standard error | mean largest size
1 | 1.13 +- 0.01 | 2.7
2 | 1.66 +- 0.03 | 5.8
3 | 2.42 +- 0.06 | 8.7
4 | 3.15 +- 0.10 | 11.4
5 | 5.18 +- 0.26 | 17.4
mean-size change, shell 1 to 2: 0.54 +- 0.02
mean-size change, shell 2 to 3: 0.75 +- 0.04
mean-size change, shell 3 to 4: 0.73 +- 0.07
mean-size change, shell 4 to 5: 2.03 +- 0.21
sample cascade, cutoff 0.4939 nm:
links 80; boundary links 6; unions 64
groups: periodic 96, open 100, padded 100
boundary rank 4; padded members 174
open groups over 30 origins: 96 to 105
largest boundary-spanning group: 8 vacancies
its gyration radius: true 0.442 nm, folded 9.411 nm
pair tests 433 of 12720
uniform test: 30655 pair tests, expected 30355
supercell test: 12 wrapping, 265 finite groups
thermal smear per axis at 300 K: 0.0069 nm
mean size with smear 2.42
hop barrier 0.4 eV; attempt rate 1e+13 1/s
spike 1500 K for 1 ps: 0.453 hops per vacancy
after spike hops: mean size 2.36; old links kept 78.7 %
hops in 10 ps at 300 K: 1.91e-05 per vacancy
mean size with 70 % survival 1.73
groups in undersized 6.48 nm box: 108.5
peak vacancy fraction 6.35 %
peak deposited energy 2.38 eV per atom
rough melting cost 0.86 eV per atom
atoms above melting cost 2278
```
